# The Gain-Maximizing Number of Transistors in a Distributed Amplifier: a numerical check

```python
"""Distributed amplifier: number of transistors giving the largest gain.

Result under test, for lines with equal phase shift per section:
    N_star = ln(Ad/Ag) / (Ad - Ag)                     (continuous N)
    best integer = ceil(M),
    M = ln[(1-exp(-Ad))/(1-exp(-Ag))] / (Ad - Ag)
Ag, Ad : amplitude attenuation per section of gate and drain line (neper).
gamma = A + j*beta : propagation constant per section.
The reference is a full circuit solution (node voltages and coil currents).
Cell values are rough, typical of a 0.25 um GaN HEMT of 0.2 mm width.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

N_MAX = 30
COUNTS = np.arange(1, N_MAX + 1)


def n_star(a_gate, a_drain):
    return np.log(a_drain / a_gate) / (a_drain - a_gate)


def m_integer(a_gate, a_drain):
    ratio = np.expm1(-a_drain) / np.expm1(-a_gate)
    return np.log(ratio) / (a_drain - a_gate)


def immittances(cell, freq):
    """Series impedance and the two shunt admittances of one section."""
    w = 2 * np.pi * freq
    z = cell["Rs"] + 1j * w * cell["L"]
    y_gate = (1j * w * cell["Cgs"] / (1 + 1j * w * cell["Ri"] * cell["Cgs"])
              + 1j * w * cell["Cgd"])
    y_drain = 1 / cell["Rds"] + 1j * w * cell["Cd"]
    return z, y_gate, y_drain


def propagation(cell, freq):
    z, y_gate, y_drain = immittances(cell, freq)
    return (np.arccosh(1 + z * y_gate / 2 + 0j),
            np.arccosh(1 + z * y_drain / 2 + 0j))


def synchronize(cell, freq):
    """Set the total drain capacitance Cd so that both phases agree."""
    c_gate = cell["Cgs"] + cell["Cgd"]

    def phase_gap(c_drain):
        gg, gd = propagation(dict(cell, Cd=c_drain), freq)
        return gd.imag - gg.imag
    c_drain = brentq(phase_gap, 0.8 * c_gate, 1.2 * c_gate, xtol=1e-27,
                     rtol=1e-14)
    return dict(cell, Cd=c_drain)


def circuit(cell, n, end_gate, end_drain, bridge):
    """Matrices of (G + s C) x = b. 'bridge' is the fraction of Cgd that
    really joins gate and drain; the rest is grounded at both nodes."""
    size = 5 * n + 2
    G = np.zeros((size, size), complex)
    C = np.zeros((size, size))
    gate, ctrl, drain = (np.arange(n) + k * n for k in range(3))
    i_gate = 3 * n + np.arange(n + 1)
    i_drain = 4 * n + 1 + np.arange(n + 1)
    for node, cur, end in ((gate, i_gate, end_gate),
                           (drain, i_drain, end_drain)):
        for j in range(n + 1):
            outer = j in (0, n)
            part = 0.5 if outer else 1.0
            C[cur[j], cur[j]] = part * cell["L"]
            G[cur[j], cur[j]] = part * cell["Rs"] + (end if outer else 0)
            if j < n:
                G[cur[j], node[j]] = 1
                G[node[j], cur[j]] = -1
            if j > 0:
                G[cur[j], node[j - 1]] = -1
                G[node[j - 1], cur[j]] = 1
    g_i = 1 / cell["Ri"]
    G[gate, gate] += g_i
    G[gate, ctrl] -= g_i
    G[ctrl, ctrl] += g_i
    G[ctrl, gate] -= g_i
    G[drain, drain] += 1 / cell["Rds"]
    G[drain, ctrl] += cell["gm"]
    C[gate, gate] = cell["Cgd"]
    C[ctrl, ctrl] = cell["Cgs"]
    C[drain, drain] = cell["Cd"]
    C[gate, drain] = C[drain, gate] = -bridge * cell["Cgd"]
    return G, C, gate, ctrl, drain, i_gate, i_drain


def solve(cell, n, freq, end=None, bridge=0.0):
    """Load voltage (source EMF 2 V), power gain, control and drain volts."""
    z = immittances(cell, freq)[0]
    if end is None:
        ends = [z / (2 * np.tanh(g / 2)) for g in propagation(cell, freq)]
    else:
        ends = [end, end]
    G, C, _, ctrl, drain, i_gate, i_drain = circuit(cell, n, *ends, bridge)
    b = np.zeros(len(G), complex)
    b[i_gate[0]] = 2.0
    x = np.linalg.solve(G + 2j * np.pi * freq * C, b)
    i_load = x[i_drain[-1]]
    power_gain = abs(i_load)**2 * np.real(ends[0]) * np.real(ends[1])
    return i_load * ends[1], power_gain, x[ctrl], x[drain]


def gain_curve(cell, freq, end=None, bridge=0.0):
    return np.array([10 * np.log10(solve(cell, n, freq, end, bridge)[1])
                     for n in COUNTS])


def growth_rate(cell, n, end, bridge):
    G, C = circuit(cell, n, end, end, bridge)[:2]
    return np.linalg.eigvals(-np.linalg.solve(C, G.real)).real.max()


# --- general tests of the optimum on random attenuations ---
rng = np.random.default_rng(4)
for _ in range(25):
    ag, ad = rng.uniform(0.02, 0.5, 2)
    ns, m = n_star(ag, ad), m_integer(ag, ad)

    def minus_output(length):
        return -quad(lambda x: np.exp(-ag * x - ad * (length - x)),
                     0, length, epsabs=1e-13, epsrel=1e-13)[0]
    found = minimize_scalar(minus_output, bounds=(0.1, 80), method="bounded",
                            options={"xatol": 1e-8}).x
    assert abs(found / ns - 1) < 1e-5
    sums = [sum(np.exp(-k * ag - (n - 1 - k) * ad) for k in range(n))
            for n in range(1, 90)]
    assert 1 + int(np.argmax(sums)) == int(np.ceil(m))
    assert m < ns < m + 1
    # next term of the small-loss series is below 2e-4 for these losses
    assert abs(m - (ns - 0.5 + (ag + ad) / 24)) < 3e-4
    assert 2 / (ag + ad) < ns < 1 / np.sqrt(ag * ad)
    assert n_star(1.05 * ag, ad) < ns and n_star(ag, 1.05 * ad) < ns
assert abs(n_star(0.1, 0.1 * (1 + 1e-5)) - 10) < 1e-3

# --- worked example ---
freq, z_line = 15e9, 50.0
w = 2 * np.pi * freq
cell = dict(gm=0.050, Cgs=0.24e-12, Cgd=0.02e-12, Ri=5.0, Rds=250.0, Rs=0.0)
c_ds = 0.06e-12
cell["L"] = z_line**2 * (cell["Cgs"] + cell["Cgd"])
cell = synchronize(cell, freq)
pad = cell["Cd"] - c_ds - cell["Cgd"]
assert pad > 0
gg, gd = propagation(cell, freq)
ag, ad = gg.real, gd.real
assert abs(gg.imag - gd.imag) < 1e-10


def closed_form(c, n):
    """Load voltage for unit input voltage, matched ends, no feedback."""
    pg, pd = propagation(c, freq)
    z = immittances(c, freq)[0]
    s = (np.exp(-n * pg) - np.exp(-n * pd)) / (np.exp(-pg) - np.exp(-pd))
    return (-c["gm"] / (1 + 1j * w * c["Ri"] * c["Cgs"])
            * (1 - np.tanh(pg / 2)) * z / (2 * np.sinh(pd))
            / (1 + np.tanh(pd / 2)) * s)


detuned = dict(cell, Cd=1.05 * cell["Cd"])
for trial in (cell, detuned):
    for n in COUNTS:
        v = solve(trial, n, freq)[0]
        assert abs(v / closed_form(trial, n) - 1) < 1e-8
v_one = abs(solve(cell, 1, freq)[0])
for n in COUNTS:
    s_abs = (np.exp(-n * ag) - np.exp(-n * ad)) / (np.exp(-ag) - np.exp(-ad))
    assert abs(abs(solve(cell, n, freq)[0]) / v_one / s_abs - 1) < 1e-7


def weak_loss(c):
    """First-order attenuations of gate and drain line."""
    out = []
    for cap, cond in ((c["Cgs"] + c["Cgd"], w**2 * c["Cgs"]**2 * c["Ri"]),
                      (c["Cd"], 1 / c["Rds"])):
        z0 = np.sqrt(c["L"] / cap)
        root = np.sqrt(1 - w**2 * c["L"] * cap / 4)
        out.append(cond * z0 / root / 2 + c["Rs"] / (2 * z0 * root))
    return np.array(out)


q_coil = 25.0
r_coil = w * cell["L"] / q_coil
faint = dict(cell, Ri=cell["Ri"] / 100, Rds=cell["Rds"] * 100,
             Rs=r_coil / 100)
exact_faint = np.array([g.real for g in propagation(faint, freq)])
assert np.all(abs(weak_loss(faint) / exact_faint - 1) < 1e-3)
first = weak_loss(cell)
assert np.all(abs(first / np.array([ag, ad]) - 1) < 0.05)

curve = gain_curve(cell, freq)
best = int(COUNTS[np.argmax(curve)])
assert best == int(np.ceil(m_integer(ag, ad)))
within = int(COUNTS[curve >= curve.max() - 1][0])
f_cut = 1 / (np.pi * np.sqrt(cell["L"] * (cell["Cgs"] + cell["Cgd"])))

print(f"frequency {freq/1e9:.0f} GHz, line impedance {z_line:.0f} ohm")
print(f"gm {cell['gm']*1e3:.0f} mS, Ri {cell['Ri']:.0f} ohm, "
      f"Rds {cell['Rds']:.0f} ohm")
print(f"Cgs {cell['Cgs']*1e12:.2f} pF, Cgd {cell['Cgd']*1e12:.2f} pF, "
      f"Cds {c_ds*1e12:.2f} pF")
print(f"coil per section {cell['L']*1e9:.3f} nH, cutoff {f_cut/1e9:.2f} GHz")
print(f"total drain C {cell['Cd']*1e12:.4f} pF, added {pad*1e12:.4f} pF")
print(f"phase per section {gg.imag:.4f} rad (both lines)")
print(f"first-order Ag {first[0]:.4f}, Ad {first[1]:.4f} neper")
print(f"ladder Ag {ag:.5f}, Ad {ad:.5f} neper")
print(f"ladder Ag {ag*20/np.log(10):.3f}, Ad {ad*20/np.log(10):.3f} dB")
print(f"ln(Ad/Ag) {np.log(ad/ag):.4f}, Ad-Ag {ad-ag:.5f} neper")
print(f"N_star {n_star(ag, ad):.3f}, M {m_integer(ag, ad):.3f}")
print(f"bounds on N_star {2/(ag+ad):.3f} to {1/np.sqrt(ag*ad):.3f}")
print(f"best integer from circuit {best}")
for n in sorted({1, within, best - 1, best, best + 1, 2 * best}):
    if n <= N_MAX:
        print(f"  power gain, N={n}: {curve[n-1]:.3f} dB")
print(f"smallest N within 1 dB of maximum {within}")
stars = []
for f in (5e9, 10e9, 15e9, 18e9):
    a1, a2 = (g.real for g in propagation(cell, f))
    stars.append(n_star(a1, a2))
    print(f"  {f/1e9:.0f} GHz: Ag {a1:.4f}, Ad {a2:.4f} neper, "
          f"N_star {stars[-1]:.2f}")
assert np.all(np.diff(stars) < 0)

# --- effects left out of the simple model ---
print("Neglected effects (best N among 1 to 30, gain there):")
t_hot, t_ref, exponent = 425.0, 300.0, 1.5
r_hot = cell["Ri"] * (t_hot / t_ref)**exponent
print(f"coil Q {q_coil:.0f} gives {r_coil:.2f} ohm per coil")
print(f"{t_hot:.0f} K, Ri as T^{exponent}: {r_hot:.2f} ohm")
for label, changed in (("coil loss", dict(cell, Rs=r_coil)),
                       ("hot channel", dict(cell, Ri=r_hot))):
    changed = synchronize(changed, freq)
    a1, a2 = (g.real for g in propagation(changed, freq))
    c = gain_curve(changed, freq)
    assert int(COUNTS[np.argmax(c)]) == int(np.ceil(m_integer(a1, a2)))
    print(f"  {label}: Ag {a1:.4f}, Ad {a2:.4f} neper")
    print(f"    N_star {n_star(a1, a2):.2f}, best {COUNTS[np.argmax(c)]}, "
          f"{c.max():.2f} dB")
c = gain_curve(detuned, freq)
p1, p2 = propagation(detuned, freq)
print(f"  drain C +5%: phase error {p2.imag-p1.imag:.4f} rad/section")
print(f"    best {COUNTS[np.argmax(c)]}, {c.max():.2f} dB")

for bridge in (0.0, 0.01, 0.1, 1.0):
    c = gain_curve(cell, freq, z_line, bridge)
    rates = np.array([growth_rate(cell, n, z_line, bridge) for n in COUNTS])
    unstable = COUNTS[rates > 1e6]
    if bridge == 0:
        assert len(unstable) == 0
    onset = f"unstable from N={unstable[0]}" if len(unstable) else "stable"
    print(f"  50 ohm ends, {bridge*100:.0f}% of Cgd bridging: {onset}")
    print(f"    best {COUNTS[np.argmax(c)]}, {c.max():.2f} dB; "
          f"N={best}: {c[best-1]:.2f} dB")

_, _, v_ctrl, v_drain = solve(cell, best, freq)
swing = abs(v_drain).max() / abs(v_ctrl).max()
supply, breakdown = 28.0, 100.0
print(f"drain swing for 1 V gate amplitude {swing:.2f} V")
print(f"peak drain {supply+swing:.1f} V (supply {supply:.0f} V, "
      f"rough breakdown {breakdown:.0f} V)")
assert supply + swing < breakdown
print("PASS")
```

Printed output:

```
frequency 15 GHz, line impedance 50 ohm
gm 50 mS, Ri 5 ohm, Rds 250 ohm
Cgs 0.24 pF, Cgd 0.02 pF, Cds 0.06 pF
coil per section 0.650 nH, cutoff 24.49 GHz
total drain C 0.2565 pF, added 0.1765 pF
phase per section 1.3105 rad (both lines)
first-order Ag 0.0809, Ad 0.1269 neper
ladder Ag 0.07998, Ad 0.12646 neper
ladder Ag 0.695, Ad 1.098 dB
ln(Ad/Ag) 0.4581, Ad-Ag 0.04647 neper
N_star 9.857, M 9.366
bounds on N_star 9.688 to 9.943
best integer from circuit 10
  power gain, N=1: 2.944 dB
  power gain, N=6: 14.052 dB
  power gain, N=9: 14.919 dB
  power gain, N=10: 14.953 dB
  power gain, N=11: 14.901 dB
  power gain, N=20: 12.240 dB
smallest N within 1 dB of maximum 6
  5 GHz: Ag 0.0073, Ad 0.1000 neper, N_star 28.29
  10 GHz: Ag 0.0310, Ad 0.1094 neper, N_star 16.08
  15 GHz: Ag 0.0800, Ad 0.1265 neper, N_star 9.86
  18 GHz: Ag 0.1328, Ad 0.1468 neper, N_star 7.16
Neglected effects (best N among 1 to 30, gain there):
coil Q 25 gives 2.45 ohm per coil
425 K, Ri as T^1.5: 8.43 ohm
  coil loss: Ag 0.1106, Ad 0.1570 neper
    N_star 7.55, best 8, 12.64 dB
  hot channel: Ag 0.1321, Ad 0.1270 neper
    N_star 7.72, best 8, 12.79 dB
  drain C +5%: phase error 0.0378 rad/section
    best 10, 14.91 dB
  50 ohm ends, 0% of Cgd bridging: stable
    best 10, 14.87 dB; N=10: 14.87 dB
  50 ohm ends, 1% of Cgd bridging: stable
    best 9, 14.86 dB; N=10: 14.85 dB
  50 ohm ends, 10% of Cgd bridging: stable
    best 9, 14.78 dB; N=10: 14.63 dB
  50 ohm ends, 100% of Cgd bridging: unstable from N=4
    best 14, 18.40 dB; N=10: 17.08 dB
drain swing for 1 V gate amplitude 6.26 V
peak drain 34.3 V (supply 28 V, rough breakdown 100 V)
PASS
```
